\section*{Why a scalar distribution misses the current between two sites}

\section{The belief and the result}

In equilibrium the occupied spectrum of a conductor is its spectral matrix times the Fermi function. The belief examined here is that bias changes the function and nothing else: that some scalar $f(E)$, perhaps a two-step function, gives
\begin{equation}
G^<(E)=i f(E)A(E),\qquad A=i(G^r-G^a).
\label{ansatz}
\end{equation}
For non-interacting electrons on two sites in series, with real hopping $t$ and a separate lead on each site, this form gives zero current through the bond, whatever real $f(E)$ is chosen. The stationary particle current is instead
\begin{equation}
J=\frac1h\int dE\,T(E)\,[f_L(E)-f_R(E)],
\label{landauer}
\end{equation}
where $f_L,f_R$ are the lead Fermi functions and $T$ is the transmission. In the prefactors of currents $h$ is Planck's constant; elsewhere it denotes the Hamiltonian matrix of the sites. In the double-dot example below the true current is $3.29$ nA per spin; the ansatz gives zero.

The belief has real support. Besides equilibrium, it holds for one level coupled to two leads, where the scalar is the average of $f_L$ and $f_R$ weighted by the couplings. What fails is the step from one level to a matrix, because a matrix must also carry the phase between sites.

\section{The bond current needs an imaginary coherence}

Take one spin species and
\begin{equation}
h=\begin{pmatrix}e_1&t\\t&e_2\end{pmatrix},\qquad
\rho_{ij}=\langle c_j^\dagger c_i\rangle .
\end{equation}
Let $J$ be the particle current from site 1 to site 2. The hopping term changes $n_2=c_2^\dagger c_2$ at the rate $(i/\hbar)\langle[t(c_1^\dagger c_2+c_2^\dagger c_1),n_2]\rangle$. Since $[c_1^\dagger c_2,n_2]=c_1^\dagger c_2$ and $[c_2^\dagger c_1,n_2]=-c_2^\dagger c_1$,
\begin{equation}
J=\frac{it}{\hbar}(\rho_{21}-\rho_{12})
=\frac{2t}{\hbar}\,\mathrm{Im}\,\rho_{12}.
\label{bond}
\end{equation}
The last step uses $\rho_{21}=\rho_{12}^*$. The real part of the coherence describes bonding or antibonding character; the imaginary part describes flow.

Define the occupied spectrum $N=-iG^<$, so that $\rho=\int dE\,N(E)/2\pi$. The ansatz says $N=fA$. Each lead touches one site, so the retarded self-energy is diagonal and $E-h-\Sigma^r$ is a symmetric matrix. Its inverse $G^r$ is then symmetric too. Hence $G^a=(G^r)^\dagger=(G^r)^*$, and
\begin{equation}
A=i\left[G^r-(G^r)^*\right]=-2\,\mathrm{Im}\,G^r
\end{equation}
is real. So $fA_{12}$ is real at every energy, $\rho_{12}$ is real, and \eqref{bond} gives $J=0$. No adjustment of $f$ can help.

\section{What the leads actually prescribe}

To find the true $N$, eliminate the leads. Lead states $d_k$ with energies $\varepsilon_k$ couple to their site with amplitude $v_k$. Each $d_k$ is its free motion plus the response to the site, $v_kc/(E-\varepsilon_k+i0)$. Inserting this into the equation of motion of the sites gives
\begin{equation}
(E-h-\Sigma^r)\,c(E)=\xi(E),\qquad c(E)=G^r(E)\,\xi(E),
\label{langevin}
\end{equation}
where $\xi$ is the sum of $v_kd_k$ over freely moving lead states. The initial state of the sites has decayed. Wide bands are assumed: the full widths $\Gamma_L$ on site 1 and $\Gamma_R$ on site 2 are constant, and constant level shifts are absorbed in $e_1,e_2$. Then
\begin{equation}
\Sigma^r=-\tfrac{i}{2}\Gamma,\qquad \Gamma=\mathrm{diag}(\Gamma_L,\Gamma_R).
\end{equation}
The free lead states are filled according to their own Fermi functions, so the spectrum of $\xi$ is
\begin{equation}
S=-i\Sigma^<=\mathrm{diag}(\Gamma_Lf_L,\Gamma_Rf_R).
\end{equation}
With \eqref{langevin}, one factor $G^r$ acts on $\xi$ and its adjoint on $\xi^\dagger$:
\begin{equation}
N=G^rSG^a .
\label{keldysh}
\end{equation}
This is the Keldysh equation for the present case.

The spectral matrix has a similar form:
\begin{align}
G^r-G^a&=G^r\left[(G^a)^{-1}-(G^r)^{-1}\right]G^a\nonumber\\
&=G^r(\Sigma^r-\Sigma^a)G^a=-iG^r\Gamma G^a,
\end{align}
so $A=G^r\Gamma G^a$. Comparing with \eqref{keldysh} and removing the invertible factors $G^r$ and $G^a$ gives
\begin{equation}
N=fA\quad\Longleftrightarrow\quad S=f\Gamma .
\label{criterion}
\end{equation}
For two local leads with nonzero widths this demands $f_L=f=f_R$. At any energy where the lead occupations differ, the ansatz is wrong.

\section{Two opposite flows hidden in one matrix}

Inverting the two-by-two matrix gives
\begin{equation}
G^r=\frac1D\begin{pmatrix}E-e_2+\frac i2\Gamma_R&t\\
t&E-e_1+\frac i2\Gamma_L\end{pmatrix},
\end{equation}
\begin{equation}
D=(E-e_1+\tfrac i2\Gamma_L)(E-e_2+\tfrac i2\Gamma_R)-t^2 .
\end{equation}
Split $A=A_L+A_R$ according to the lead in which a state originates. The off-diagonal elements are
\begin{align}
A_{L,12}&=\Gamma_LG^r_{11}(G^r_{21})^*
=\frac{\Gamma_Lt(E-e_2+\frac i2\Gamma_R)}{|D|^2},\label{al}\\
A_{R,12}&=\Gamma_RG^r_{12}(G^r_{22})^*
=\frac{\Gamma_Rt(E-e_1-\frac i2\Gamma_L)}{|D|^2}.\label{ar}
\end{align}
Their imaginary parts are $\pm t\Gamma_L\Gamma_R/(2|D|^2)$. States arriving from the left carry current to the right, states arriving from the right carry the same amount back, and $A$ contains both with equal weight. A scalar $f$ fills both equally. The leads do not:
\begin{equation}
\mathrm{Im}\,N_{12}=\mathrm{Im}(f_LA_{L,12}+f_RA_{R,12})
=\frac{t\Gamma_L\Gamma_R}{2|D|^2}(f_L-f_R).
\end{equation}
Inserting this in \eqref{bond},
\begin{equation}
J=\frac{2t}{\hbar}\int\frac{dE}{2\pi}\,\mathrm{Im}\,N_{12}
=\frac1{2\pi\hbar}\int dE\,\frac{\Gamma_L\Gamma_Rt^2}{|D|^2}(f_L-f_R),
\end{equation}
which is \eqref{landauer} with $T=\Gamma_L\Gamma_Rt^2/|D|^2$ and $h=2\pi\hbar$.

A calculation without Green functions supports the sign and size. Two sites with energies $\pm0.1$ and hopping $0.4$ were joined, with amplitude $0.5$, to chains of 250 sites, in units of the chain hopping. The chains were initially filled with chemical potentials $\pm0.5$ and $k_BT=0.1$, and the sites were empty. After unitary evolution for a time $150$ the bond current was $0.12686$. Equation \eqref{keldysh}, with the energy-dependent self-energy of infinite chains, gives the same five digits.

\section{The ansatz also breaks continuity at each energy}

One might hope to read the current at a contact instead. The contact part of the equation of motion of $c_1$ is $i\hbar\dot c_1=\Sigma^r_{11}c_1+\xi_1$. Its first term removes particles at the rate $\Gamma_Ln_1/\hbar$. For the second, \eqref{langevin} gives $\langle c_1^\dagger\xi_1\rangle=\int(dE/2\pi)(G^r_{11})^*\Gamma_Lf_L$. Adding the complex conjugate contribution to $\dot n_1$ produces $(i\hbar)^{-1}[(G^r_{11})^*-G^r_{11}]=A_{11}/\hbar$. Thus
\begin{equation}
J_L=\frac1h\int dE\,\Gamma_L(f_LA_{11}-N_{11}),
\label{contact}
\end{equation}
which is injection minus escape. For the true $N$ the bracket is $(f_L-f_R)A_{R,11}$, and $\Gamma_LA_{R,11}=\Gamma_L\Gamma_R|G^r_{12}|^2=T$. The contact and bond currents agree, as a stationary state requires.

Now put $N=fA$ into \eqref{contact} and into its counterpart for the outflow at the right. With $x_L=\Gamma_LA_{11}$ and $x_R=\Gamma_RA_{22}$, the two contact currents balance at each energy if $x_L(f_L-f)=x_R(f-f_R)$, that is,
\begin{equation}
f=\frac{x_Lf_L+x_Rf_R}{x_L+x_R}.
\label{balanced}
\end{equation}
The common contact current is then
\begin{equation}
J_c=\frac1h\int dE\,\frac{x_Lx_R}{x_L+x_R}(f_L-f_R),
\end{equation}
which is positive when $f_L>f_R$ in the window. Yet the bond current is still zero. Particles enter site 1 and leave site 2 with nothing passing between them, so the assumed state cannot be stationary. No other scalar restores continuity at an energy where $f_L\ne f_R$: with no bond current both contact currents would have to vanish, which requires $f=f_L$ and $f=f_R$ at once. If a choice of $f(E)$ makes the contact currents vanish only after integration over energy, it describes a state with no net current anywhere, not the true one.

\section{A double quantum dot in numbers}

Take $e_1=10$, $e_2=-10$, $t=30$, $\Gamma_L=40$ and $\Gamma_R=60$, all in $\mu$eV. The chemical potentials are $\pm250\,\mu$eV and the temperature is $0.1$ K, so $k_BT=8.62\,\mu$eV. At $E=0$ the leads have $f_L=1$ and $f_R=0$ to six decimals, and
\begin{align}
D&=(-10+20i)(10+30i)-900=-1600-100i,\\
|D|^2&=2.57\times10^6,\qquad
T=\frac{40\cdot60\cdot900}{2.57\times10^6}=0.8405,
\end{align}
with $D$ in $\mu\mathrm{eV}^2$. Equations \eqref{al} and \eqref{ar} give, in $\mu\mathrm{eV}^{-1}$,
\begin{align}
A_{L,12}&=\phantom{-}0.00467+0.01401i,\\
A_{R,12}&=-0.00700-0.01401i.
\end{align}
Their sum, $-0.00233$, is real. The filled part is $A_{L,12}$ alone, and its imaginary part carries the current. Integrated over energy, \eqref{landauer} gives $3.29$ nA per spin.

The balanced scalar \eqref{balanced} is $0.487$ at $E=0$. It produces $5.20$ nA at each contact and zero in the bond. At that rate site 1 would gain one electron in
\begin{equation}
\frac{e}{5.20\ \mathrm{nA}}\approx31\ \mathrm{ps}.
\end{equation}
The contact value is no substitute for the true current: it is $58\%$ larger. At $E=0$ its integrand is smaller than $T$, since $x_L=1.463$ and $x_R=1.541$ give $x_Lx_R/(x_L+x_R)=0.750$. The excess therefore comes from other energies, more than half of it from $|E|>60\,\mu$eV. Far from the levels $x_L$ and $x_R$ fall as $E^{-2}$, whereas $T$ falls as $E^{-4}$: the ansatz lets a site exchange electrons with its lead without their crossing the bond.

The local fillings $N_{ii}/A_{ii}$ at $E=0$ hold a surprise. They are $0.426$ on site 1 and $0.545$ on site 2, so the site beside the full lead has the lower filling. From $A_L$ and $A_R$ at this bias,
\begin{equation}
\frac{N_{11}}{A_{11}-N_{11}}=\frac{\Gamma_La}{\Gamma_Rt^2},\qquad
\frac{N_{22}}{A_{22}-N_{22}}=\frac{\Gamma_Lt^2}{\Gamma_Rb},
\end{equation}
with $a=(E-e_2)^2+\Gamma_R^2/4$ and $b=(E-e_1)^2+\Gamma_L^2/4$. The order is inverted when $ab<t^4$. Here $ab=1000\cdot500=5.0\times10^5$ and $t^4=8.1\times10^5$, in $\mu\mathrm{eV}^4$. A filling at one energy is thus no local chemical potential that must fall along the current.

\section{The distribution that does work}

The scalar can be replaced by a Hermitian matrix $F$ through
\begin{equation}
N=i(G^rF-FG^a),
\label{matrixansatz}
\end{equation}
which reduces to $fA$ when $F=f\,\mathbf 1$. Multiply from the left by $(G^r)^{-1}$ and from the right by $(G^a)^{-1}$. By \eqref{keldysh} the left side becomes $S$, and the terms in $E$ cancel:
\begin{align}
S&=i\left[F(E-h-\Sigma^a)-(E-h-\Sigma^r)F\right]\nonumber\\
&=i[h,F]+\tfrac12(\Gamma F+F\Gamma).
\end{align}
Write $F_{12}=x+iy$, $\Delta=e_1-e_2$ and $\gamma=(\Gamma_L+\Gamma_R)/2$. The elements 11, 22 and 12 read
\begin{align}
\Gamma_LF_{11}+2ty&=\Gamma_Lf_L,\label{f11}\\
\Gamma_RF_{22}-2ty&=\Gamma_Rf_R,\label{f22}\\
(\gamma+i\Delta)F_{12}&=it(F_{11}-F_{22}).\label{f12}
\end{align}
The imaginary part of \eqref{f12}, after division, is
\begin{equation}
y=\frac{t\gamma(F_{11}-F_{22})}{\Delta^2+\gamma^2}.
\label{yeq}
\end{equation}
Equations \eqref{f11} and \eqref{f22} give
\begin{equation}
F_{11}-F_{22}=f_L-f_R-2ty\left(\frac1{\Gamma_L}+\frac1{\Gamma_R}\right)
=f_L-f_R-\frac{4t\gamma y}{\Gamma_L\Gamma_R}.
\end{equation}
Substituting this into \eqref{yeq} and collecting $y$,
\begin{equation}
y=\frac{t\gamma(f_L-f_R)}
{\Delta^2+\gamma^2+4t^2\gamma^2/(\Gamma_L\Gamma_R)}.
\label{ysolution}
\end{equation}
A scalar has neither this off-diagonal element nor the difference $F_{11}-F_{22}$ that drives it.

At saturated bias, $f_L=1$ and $f_R=0$ at all energies that matter. Then $F$ is constant. The poles of $G^r$ lie in the lower half-plane and $G^r\to1/E$ at large $|E|$, so closing the contour above gives $\int G^r\,dE=-i\pi$ for symmetric limits; likewise $\int G^a\,dE=i\pi$. Equation \eqref{matrixansatz} yields $\rho=i(-i\pi F-i\pi F)/2\pi=F$, and therefore
\begin{equation}
J_{\rm sat}=\frac{2ty}{\hbar}=\frac1\hbar\,
\frac{2t^2\gamma}{\Delta^2+\gamma^2+4t^2\gamma^2/(\Gamma_L\Gamma_R)}.
\label{sat}
\end{equation}
For weak hopping this becomes $2t^2\gamma/[\hbar(\Delta^2+\gamma^2)]$, a tunnelling rate between two broadened levels. For strong hopping it tends to $\Gamma_L\Gamma_R/[\hbar(\Gamma_L+\Gamma_R)]$: the contacts act in series and the bond no longer limits the flow. This limit requires the bias window to contain the levels, which then lie near $\pm t$ from their mean; at the fixed bias of the example the current first rises with $t$, then falls steeply once $t$ approaches $250\,\mu$eV and the levels leave the window.

For the dot, $y=1500/(400+2500+3750)=0.2256$, so $\hbar J_{\rm sat}=60y=13.5\,\mu$eV, or $3.29$ nA per spin. The finite-bias current lies about $0.1\%$ below this. In the saturated limit the site occupations are $F_{11}=0.66$ and $F_{22}=0.23$. At $\pm250\,\mu$eV they are $0.635$ and $0.266$: the tails of the levels outside the bias window fall only as $E^{-2}$, so occupations saturate more slowly than the current. In both cases site 1 is the fuller one when integrated over energy, despite the inversion at $E=0$. A many-body master equation for the same two sites, filled from the left and emptied to the right, reproduces this $F$.

\section{Where the scalar survives, and what flux changes}

Criterion \eqref{criterion} also marks where the belief is right. Let both leads touch both sites, with real symmetric width matrices obeying $\Gamma^R=\lambda\Gamma^L$. Then $S=(f_L+\lambda f_R)\Gamma^L$ is proportional to $\Gamma=(1+\lambda)\Gamma^L$, and
\begin{equation}
f=\frac{f_L+\lambda f_R}{1+\lambda}
\end{equation}
is exact. The bond current is truly zero, since $A$ is again real. Transport is not zero: the contact current per energy is
\begin{equation}
\frac{f_L-f}{h}\,\mathrm{Tr}(\Gamma^LA)
=\frac{f_L-f_R}{h}\,\mathrm{Tr}(\Gamma^LG^r\Gamma^RG^a),
\end{equation}
because $f_L-f=\lambda(f_L-f_R)/(1+\lambda)$ and $A=(1+\lambda)G^r\Gamma^LG^a$. Electrons cross from lead to lead with no net flow through the bond. For the same $h$ at $E=7\,\mu$eV, with $\Gamma^L_{11}=40$, $\Gamma^L_{22}=25$, $\Gamma^L_{12}=15\,\mu$eV and $\lambda=0.6$, the transmission is $0.763$.

Complex hopping, as in a ring threaded by flux, removes the reality of $A$ but does not rescue the ansatz. For a general $h$ the current from site $i$ to $j$ is $(2/\hbar)\mathrm{Im}(h_{ji}\rho_{ij})$, so the net outflow from $i$ per energy is $i[h,N]_{ii}/h_P$, where $h_P=2\pi\hbar$. From $(E-h-\Sigma^r)G^r=G^r(E-h-\Sigma^r)=1$,
\begin{equation}
[h,G^r]=G^r\Sigma^r-\Sigma^rG^r .
\end{equation}
Its diagonal vanishes when $\Sigma^r$ is diagonal. The same holds for $G^a$, hence $[h,A]_{ii}=0$. A scalar filling may describe current circulating round the ring, but no net current out of any site. Close the double dot into a ring with a third site of energy $5\,\mu$eV and no lead, with $h_{13}=20e^{0.8i}$ and $h_{23}=25\,\mu$eV. At $E=7\,\mu$eV and $f=0.5$ the bond 1--2 carried a spectral flow of magnitude $0.37$ (times $1/h_P$), while the net outflow from each site vanished to rounding error.

\section{How far the model is from a real dot}

The parameters are in the rough range of gate-defined double dots: tunnel couplings of tens of $\mu$eV, a bias of a fraction of a millivolt and a temperature near $0.1$ K. The lead widths correspond to rates $\Gamma/\hbar$ of $6$ to $9\times10^{10}$ s$^{-1}$, that is, to dots strongly coupled to their leads; with weaker contacts the current is smaller, since \eqref{sat} never exceeds $\Gamma_L\Gamma_R/[\hbar(\Gamma_L+\Gamma_R)]$. The assumption such devices break most strongly is that of free electrons, since their charging energies are roughly of order 1 meV. Consider the limit of at most one electron in the pair, at saturated bias, with all other parameters fixed. Let $p_0,p_1,p_2$ be the probabilities of the empty pair and of an electron on site 1 or 2. Either spin can enter, so $\hbar J=2\Gamma_Lp_0=\Gamma_Rp_2$. An occupied pair admits no second electron, so the coherence decays through the right contact alone, and \eqref{yeq} applies with $\gamma\to\Gamma_R/2$ and $F_{ii}\to p_i$. Solving with $p_0+p_1+p_2=1$ gives
\begin{equation}
\hbar J=\frac{t^2\Gamma_R}{t^2[2+\Gamma_R/(2\Gamma_L)]+\Gamma_R^2/4+\Delta^2}
=\frac{54000}{3775}\,\mu\mathrm{eV}=14.3\,\mu\mathrm{eV}.
\end{equation}
This is $3.5$ nA for both spins together, against $6.6$ nA for free electrons: a reduction of $47\%$. It is a limiting case, not a bound on the reduction. Repulsion between the dots is weaker than within one dot, and at this bias it may not keep a second electron out of the pair. If each dot holds at most one electron but both may be filled together, the same kind of master equation gives $3.4$ nA, a reduction of $48\%$. Both figures neglect higher-order tunnelling through the forbidden charge states. Electrostatics can also matter. If a tenth of the bias falls between the dots, $\Delta$ rises from 20 to $70\,\mu$eV and the free-electron current drops by $40\%$. Warming the electrons to $0.3$ K, or a charge dephasing time of 1 ns, changes it by less than $1\%$. The $3.29$ nA is thus a model value, not a device prediction. These corrections alter the size of the current; none of them makes it zero, as the scalar ansatz does. Real double dots also have Coulomb and spin blockade regimes in which the current is strongly suppressed; these lie outside the model and the estimates above.

\section*{Computed values}
\begin{verbatim}
Site energies e1, e2: 10, -10 micro-eV
Hopping t: 30 micro-eV
Lead widths Gamma_L, Gamma_R: 40, 60 micro-eV
Bias energy mu_L - mu_R: 500 micro-eV (symmetric about E=0)
Temperature: 0.1 K; kT = 8.62 micro-eV
At E = 0:
  f_L = 1.000000, f_R = 0.000000
  A_11, A_22 = 0.03658, 0.02568 per micro-eV
  A_12 = -0.002335 per micro-eV (real)
  A_L,12 = 0.004669 +0.014008 i per micro-eV
  A_R,12 = -0.007004 -0.014008 i per micro-eV
  -i G_lesser,12 = 0.004669 +0.014008 i per micro-eV
  Transmission T = 0.8405
  Local filling site 1 = 0.4255
  Local filling site 2 = 0.5455
  Scalar f balancing the contacts = 0.4870
Matrix F (f_L=1, f_R=0): F_11 = 0.6617
  F_22 = 0.2256
  F_12 = 0.0902 +0.2256 i
True bond current per spin: 3.2906 nA
Landauer current per spin: 3.2906 nA
Saturated-bias current per spin: 3.2943 nA
Scalar ansatz, bond current: 0.0000 nA
Scalar ansatz, each contact current: 5.1964 nA
Time to add one electron to site 1 at that rate: 30.83 ps
Ring, scalar ansatz f=0.5: hbar*bond flow 1->2 = -0.36557
Ring, largest net flow from a site: 5.6e-17
Proportional leads: transmission 0.7633, bond current 0 within 2.0e-17
Finite chains, evolved bond current: 0.12686 hopping/hbar
Infinite chains, Keldysh current: 0.12686 hopping/hbar
Neglected effects (rough inputs):
  Free electrons, two spins, saturated: 6.589 nA
  At most one electron in both dots: 3.482 nA
  Change from that repulsion limit: -47.2 %
  10 % of bias between dots: -40.4 %
  Electrons at 0.3 K: -0.060 %
  Charge dephasing time 1 ns: -0.42 %
  Widths growing as exp(E/1000 micro-eV): 0.09 %
  Extra orbital pair 1000 micro-eV higher adds: 0.002 %
\end{verbatim}
